# Grinding a Solid Precursor: Sublimation Rate and Equilibrium Vapour Pressure

**The argument under review**

The manuscript considers a heated source of solid precursor for atomic layer deposition. One gram of solid is held at 430 K in a 1.0 L vessel, and gas leaves at 2.0 L/s, measured at the temperature and pressure of the source. With grains 1 mm across, the steady partial pressure of precursor in the outgoing gas is 0.057 Torr. With the same mass ground to 2 µm, it is 0.200 Torr. The manuscript then reasons as follows:

1. The delivered pressure rose by a factor of 3.5, so the vapour pressure of the solid rose by that factor.
2. The cause is surface energy, since small grains hold their molecules less firmly.
3. The source can therefore be run cooler, since the powder has a new and higher vapour pressure.

The two pressures are accepted here; they follow from the model below. The second statement names a real effect, but its size was never calculated. The first identifies the pressure in a flowing gas with an equilibrium pressure, and this needs justification.

**How large is the surface-energy effect?**

Take equal grains of an undamaged crystal, with one surface free energy $\gamma$ for all faces and a molar volume $V_m$ that does not change. Let $d$ be the diameter of a sphere or the edge of a cube. For a sphere, $A_1=\pi d^2$ and $V_1=\pi d^3/6$, so

$$\frac{dA_1}{dV_1}=\frac{2\pi d}{\pi d^2/2}=\frac{4}{d}.$$

For a cube, $A_1=6d^2$ and $V_1=d^3$, so $dA_1/dV_1=12d/(3d^2)=4/d$ again.

A grain of $n$ moles has free energy $G=n\mu_0+\gamma A_1$, where $\mu_0$ is the chemical potential of a large crystal. Since $dV_1=V_m\,dn$, the chemical potential of the grain is

$$\mu(d)=\frac{dG}{dn}=\mu_0+\gamma V_m\frac{dA_1}{dV_1}=\mu_0+\frac{4\gamma V_m}{d}.$$

The sign is positive because removing material shrinks the surface and releases surface energy.

At equilibrium the vapour has the same chemical potential as the solid. For an ideal vapour this is $\mu^\circ+RT\ln(p/p^\circ)$, with $p^\circ$ a reference pressure. Write the equality once for the grain, at pressure $p_{eq}$, and once for a large crystal, at pressure $p_0$. Subtraction removes $\mu^\circ$ and $p^\circ$:

$$RT\ln\frac{p_{eq}}{p_0}=\frac{4\gamma V_m}{d},\qquad p_{eq}=p_0\exp\!\left(\frac{4\gamma V_m}{dRT}\right).$$

This is the Kelvin equation. With the radius $r=d/2$ the exponent becomes $2\gamma V_m/(rRT)$.

A bond count shows the same physics. A simple cubic crystal with $n$ cells along each edge has $3n^2(n-1)=3n^3-3n^2$ nearest-neighbour bonds. With $N=n^3$ atoms, the binding per atom removed is

$$\frac{d(3n^3-3n^2)}{dN}=\frac{9n^2-6n}{3n^2}=3-\frac{2}{n}$$

bond energies, a deficit of $2/n$ against the large crystal. Cutting one bond creates two unit faces, so $\gamma=1/2$ in these units, and with $V_m=1$ and $d=n$ the continuum term is $4\gamma V_m/d=2/n$. For $n=30$ this is 0.06667. Direct counting of the bonds in cubes of 29 and 31 cells gives 0.06664.

The model solid has $\gamma=0.10$ J/m², $V_m=100$ cm³/mol and $p_0=0.200$ Torr. At 430 K, $RT=3575.2$ J/mol, so

$$\frac{4\gamma V_m}{RT}=\frac{4(0.10)(1.0\times10^{-4})}{3575.2}\ \text{m}=11.19\ \text{nm}.$$

For $d=2$ µm the exponent is $11.19/2000=0.0056$, and the equilibrium pressure rises by 0.56 percent, from 0.2000 to 0.2011 Torr. To obtain the manuscript's factor of 3.53 one would need $d=11.19\ \text{nm}/\ln 3.53\approx 8.9$ nm, more than two hundred times smaller than the grains described.

**When is the effect below one percent?**

Setting $p_{eq}/p_0<1.01$ in the Kelvin equation and taking logarithms gives

$$d>\frac{4\gamma V_m}{RT\ln 1.01}.$$

For the model solid the limit is 1.12 µm. Grains of 2 µm stay below one percent, but those smaller than 1.12 µm do not: at 1 µm the excess is 1.13 percent, and at 0.1 µm it is 11.8 percent. A bulkier molecule with lower surface energy, represented by $\gamma=0.04$ J/m², $V_m=250$ cm³/mol and $T=400$ K, gives 0.60 percent at 2 µm and a limit of 1.21 µm. If a high surface energy and a large molar volume occur together, even 2 µm grains can exceed one percent: 0.10 J/m², 300 cm³/mol and 350 K give 2.08 percent at 2 µm, and the limit moves to 4.14 µm.

Grains also shrink in use. Going from 2 µm to 1 µm means losing seven eighths of the mass, so equal grains that start at 2 µm pass one percent near the end of the charge.

Nor is equilibrium among unequal grains lasting. At a common vapour pressure, a grain whose own $p_{eq}$ is higher evaporates while one whose $p_{eq}$ is lower grows. The evaporating grain becomes smaller and its $p_{eq}$ rises further. The fines disappear in favour of the large grains, and the Kelvin excess falls towards the smaller value that belongs to the survivors. With the rate parameters chosen below, a marked fall for micrometre grains takes tens of minutes, so it matters in a hot source left standing rather than during a few minutes of flow.

**What does grinding do to the rate?**

Let $V$ be the total volume of solid, here 0.3125 cm³. There are $V/(\pi d^3/6)$ spheres, each of area $\pi d^2$, so

$$A=\frac{6V}{d}.$$

The 1 mm grains have 18.75 cm² and the 2 µm grains 9375 cm², a ratio of 500. For the moment all this area is assumed open to a well-mixed vapour.

The rate at which vapour molecules strike the surface follows from the Maxwell distribution of the velocity component $v$ normal to it. With molar mass $M$, the mean one-way speed is

$$s=\sqrt{\frac{M}{2\pi RT}}\int_0^\infty v\,e^{-Mv^2/(2RT)}dv=\sqrt{\frac{M}{2\pi RT}}\,\frac{RT}{M}=\sqrt{\frac{RT}{2\pi M}}.$$

For $M=320$ g/mol, $s=42.17$ m/s. The vapour contains $p/(RT)$ moles per unit volume. If a fraction $\alpha$ of the arriving molecules stays on the solid, condensation proceeds at $\alpha As\,p/(RT)$. Evaporation depends on the solid and its temperature, not on the vapour above it, and must balance condensation when $p=p_{eq}$. Its rate is therefore $\alpha As\,p_{eq}/(RT)$, and the net molar rate is

$$\dot n=\frac{\alpha As}{RT}\,(p_{eq}-p).$$

Here the two effects separate. Area multiplies the whole expression, while surface energy only shifts $p_{eq}$. Into vacuum, $p=0$, grinding raises the rate by a factor of 502.8, of which 500 is area. Close to saturation the ratio of net rates differs from this, because the small difference $p_{eq}-p$ then feels the Kelvin shift.

The product $\alpha As$ is a volume flow. With the illustrative choice $\alpha=0.01$, the same for both grain sizes, it is 0.791 L/s for the coarse grains and 395 L/s for the fine ones.

**A closed vessel separates rate from equilibrium**

Close the outlet and start with no vapour. The vessel volume $V_g$ holds $pV_g/(RT)$ moles, so equating the growth of this amount to $\dot n$ and cancelling $RT$ gives

$$V_g\frac{dp}{dt}=\alpha As\,(p_{eq}-p).$$

Filling to 0.2 Torr uses about 0.2 percent of the solid, so $A$ and $p_{eq}$ may be held constant. The difference $u=p_{eq}-p$ then obeys $du/dt=-u/\tau$ with $u(0)=p_{eq}$, and

$$p(t)=p_{eq}\left(1-e^{-t/\tau}\right),\qquad \tau=\frac{V_g}{\alpha As}.$$

The coarse grains have $\tau=1.0/0.791=1.26$ s; the fine grains have $\tau=2.53$ ms. The final pressures are 0.2000 and 0.2011 Torr. At fixed temperature and with well-mixed gas, grinding shortens the wait by a factor of 500 and moves the end point by about half a percent. A real fine source can fill much more slowly than in 2.53 ms. One filling takes up 0.75 J, enough to cool the solid by nearly 2 K if the walls supply no heat, and in carrier gas at 1 Torr diffusion needs about a second to cross a vessel 10 cm high. That is longer than the 0.5 s that gas stays in the vessel at 2.0 L/s, so the mixing assumed here must come from the flow.

This solution was tested against a time integration in which the grains shrink and $p_{eq}$ is found from the numerical change of surface energy. For both grain sizes the two agree within 0.2 percent at $0.3\tau$, $\tau$, $3\tau$ and $14\tau$.

**Why the delivered pressure rose**

Now open the outlet. The flow $Q$ removes $Qp/(RT)$ moles per second. In the steady state this equals the net sublimation:

$$Qp=\alpha As\,(p_{eq}-p).$$

Collecting the terms in $p$ gives $(Q+\alpha As)\,p=\alpha As\,p_{eq}$, and division by $\alpha As$ leads to

$$p_{out}=\frac{p_{eq}}{1+Q/(\alpha As)}.$$

For the two powders,

$$p_{coarse}=\frac{0.2000}{1+2.0/0.791}=0.0567\ \text{Torr},$$

$$p_{fine}=\frac{0.2011}{1+2.0/395}=0.2001\ \text{Torr}.$$

These are the manuscript's pressures, and their ratio is 3.53. Without the Kelvin term the fine powder would deliver 0.1990 Torr, so surface energy supplies 0.0011 Torr of a rise of 0.143 Torr. The coarse source was starved: gas left before it could saturate. Grinding brought the gas close to a ceiling that had hardly moved.

The two limits show when grinding helps. If $\alpha As\ll Q$, then $p_{out}\approx p_{eq}\,\alpha As/Q$, which is proportional to $1/d$ apart from the Kelvin factor. If $\alpha As\gg Q$, then $p_{out}\approx p_{eq}$, and more area brings little.

The formula also suggests the measurement the manuscript needs. Taking its reciprocal gives

$$\frac{1}{p_{out}}=\frac{1}{p_{eq}}+\frac{Q}{\alpha As\,p_{eq}}.$$

At fixed temperature and fixed open area, $1/p_{out}$ plotted against $Q$ is a straight line in this model. Grinding lowers the slope strongly. A true change of vapour pressure would appear in the intercept at $Q=0$.

The steady result needs time to develop. With both terms present, $V_g\,dp/dt=\alpha As\,p_{eq}-(Q+\alpha As)p$, so deviations decay with the time constant $V_g/(Q+\alpha As)$. For the coarse grains this is $1.0/2.791=0.36$ s. The state is steady only while the charge changes little: at 0.057 Torr and 2.0 L/s the coarse gram loses about 8 percent of its mass in a minute, and the delivered pressure falls slowly as the area shrinks. The fine gram loses 29 percent in a minute and is spent in about three and a half. Holding 430 K requires 0.42 W for the coarse solid and 1.5 W for the fine; with a thermal link to the wall of only 0.5 W/K the fine source would deliver 0.170 Torr. A 0.1 s pulse from a vessel that has first been allowed to fill ends before the starved steady state is reached, and so hides most of the difference between the powders: averaged over the pulse, the coarse grains deliver 0.182 Torr and the fine grains 0.200 Torr, a ratio of 1.10 in place of 3.5.

**Can the source be run cooler?**

Over a small temperature interval the Clausius–Clapeyron relation for an ideal vapour is $d\ln p/dT=\Delta H/(RT^2)$, with the volume of the solid neglected against that of the vapour. The warming that would match the Kelvin excess is therefore

$$\Delta T\approx\frac{RT^2}{\Delta H}\ln\frac{p_{eq}}{p_0}=\frac{(3575.2)(430)(0.0056)}{1.0\times10^5}\approx0.086\ \text{K},$$

for a sublimation enthalpy of 100 kJ/mol. If the required pressure lies near saturation, the Kelvin effect permits cooling by less than a tenth of a kelvin. If the required pressure is the starved 0.057 Torr, the ground source can indeed be run cooler, but the reason is its larger area.

Evaporative cooling is larger than this. If sublimation replaces all the vapour carried out in a 0.1 s pulse, the fine source loses $Qp_{out}t/(RT)$. With 0.2001 Torr equal to 26.7 Pa, this is

$$\frac{(26.7)(2.0\times10^{-3})(0.1)}{3575.2}\approx1.49\times10^{-6}\ \text{mol}.$$

The heat taken up is 0.149 J. The solid, 3.125 mmol with a heat capacity of 120 J/(mol K), stores 0.375 J/K. With no heat supplied by the walls it cools by 0.40 K, and its equilibrium pressure falls by about $\Delta H\,\Delta T/(RT^2)=2.6$ percent. These are upper estimates, because vapour already stored in the vessel supplies part of the pulse; with it included the solid cools by 0.34 K and the equilibrium pressure falls by 2.2 percent. This loss is about four times the Kelvin gain, with the opposite sign.

**Is the added area really available?**

The factor of 500 assumed open surfaces and well-mixed gas. Consider first an isolated grain in gas of diffusivity $D$. In steady diffusion the molar flow $J$ through every surrounding sphere is the same, $J=-4\pi r^2D\,dc/dr$. Integration from the surface, $r=d/2$, to large distance gives a concentration drop $J/(2\pi Dd)$. The drop needed at the surface itself is $J/(\pi d^2\alpha s)$. Their ratio is

$$\frac{\pi d^2\alpha s}{2\pi Dd}=\frac{\alpha sd}{2D}.$$

With $D=50$ cm²/s, a rough value for a heavy molecule in carrier gas at 1 Torr, the ratio is 0.042 for the 1 mm grains. It lowers their delivered pressure from 0.0567 to 0.0550 Torr. For 2 µm grains it is 500 times smaller.

A still, deep powder bed is a harsher case. Let $a$ be the grain area per volume of bed, $D_{eff}$ the diffusivity in the pores, and $x$ the depth. In the steady state, diffusion and sublimation in each layer balance:

$$D_{eff}\frac{d^2c}{dx^2}+\alpha sa\,(c_{eq}-c)=0.$$

The deficit $w=c_{eq}-c$ obeys $w''=w/L^2$, with

$$L=\sqrt{\frac{D_{eff}}{\alpha sa}}.$$

In a deep bed the growing exponential is excluded, so $w=w_0e^{-x/L}$. The upward flux at the top is $D_{eff}\,dc/dx=D_{eff}w_0/L=\sqrt{D_{eff}\,\alpha sa}\;w_0$. The square root is the conductance per unit tray area, and $L$ is the depth that takes part.

For porosity $\varepsilon$, $a=6(1-\varepsilon)/d$. When pores are narrow compared with the mean free path, molecules collide mainly with the walls, and $D_{eff}$ is proportional to the pore width, hence to $d$. The product $D_{eff}a$ then no longer depends on $d$, and further grinding brings no gain.

The estimate takes a porosity of 0.5, a tortuosity of 1.5, a pore width of $4\varepsilon/a$, and wall and gas resistances in series. At fixed tray area and fixed $\alpha$, the conductance rises from 1.36 m/s for 1 mm grains to 3.95 m/s for 2 µm grains, a factor of 2.9 in place of 500. Going on to 1 µm adds 0.4 percent. The active depth of the fine bed is 6.2 µm, about three grains. For the coarse bed it is about one grain. At such depths a continuous description is rough and the result depends on the packing, so the conductances are uncertain by some 20 percent and the gain should be read as 2 to 3. The comparison also needs both beds to be deep, which for one gram means a tray of only a few cm². Spread over 100 cm², the fine gram has $3.95\times0.010$ m³/s, or 39.5 L/s, and delivers 0.191 Torr to well-mixed gas; a layer only 6.2 µm deep would cover about 1000 cm², more than the walls of a 1 L cube. Claims of a large gain should therefore be restricted to dispersed grains, thin layers spread over a correspondingly large area, or arrangements in which gas reaches the inner surfaces.

**How does the model compare with a real source?**

The molar mass is close to that of hafnium tetrachloride, a solid source for HfO₂ growth, and the vapour pressure and sublimation enthalpy are of the order expected for it. The surface energy and $\alpha$ are assumed, and all parameters are round values, not data for that compound. Two choices favour a large effect of grinding. The first is $\alpha=0.01$. With $\alpha=1$ and diffusion around the grains included, the coarse powder already delivers 0.177 Torr and the fine powder 0.201 Torr, a gain of 1.14 in place of 3.5. The second is the one-gram charge, far smaller than a production canister holds. A hundred times more coarse solid, fully open, would have $\alpha As=79.1$ L/s and, by the well-mixed formula, deliver $0.200/(1+2.0/79.1)=0.195$ Torr. In a filled canister two assumptions are at risk: that all the area is open, and that the subliming surface stays at the stated temperature, since heat must reach it through the powder. If no gas is driven through the powder, the bed estimate replaces the factor of 500 in conductance by 2 to 3, and still gas above the bed, a resistance common to both powders, reduces the gain further.

Grinding can also damage the crystal. If it stores an energy $E$ per mole, with the entropy change neglected, the same argument that gave the Kelvin equation multiplies the pressure by $e^{E/(RT)}$. The Kelvin term at 2 µm corresponds to 20 J/mol. An assumed 100 J/mol of damage would raise the pressure by 2.8 percent. Whether a given powder stores that much must be measured, and such an excess belongs to the damaged solid, not to its grain size. The pressure of the carrier gas on the solid matters far less: at 1 Torr it raises $\mu$ by $V_mP$, and the vapour pressure by 0.0004 percent.

**Recommendation**

The first statement should be withdrawn: 0.057 Torr was the pressure of a starved flow, not the vapour pressure of the coarse solid. The second should give the Kelvin excess, 0.56 percent for this model, together with the condition on $d$. The third should rest on accessible area and state the flow, the charge and the arrangement of the powder. A plot of $1/p_{out}$ against $Q$ for both grain sizes, at a controlled solid temperature, would let the reader see which quantity changed. The numerical output below lists the main values used in this comment.

## Numbers as computed

```
T = 430 K, M = 320 g/mol, Vm = 100 cm3/mol
gamma = 0.10 J/m2, p0 = 0.200 Torr
sublimation enthalpy = 100 kJ/mol
solid heat capacity = 120 J/(mol K)
alpha = 0.01, mass = 1.0 g
vessel = 1.0 L, flow Q = 2.0 L/s
solid amount = 3.125 mmol
solid volume = 0.3125 cm3
R T = 3575.2 J/mol, one-way speed s = 42.17 m/s
Kelvin length 4 gamma Vm/(R T) = 11.19 nm
d = 1000.0 um: pressure excess = 0.0011 %
d = 10.0 um: pressure excess = 0.1119 %
d = 2.0 um: pressure excess = 0.5610 %
d = 1.0 um: pressure excess = 1.1251 %
d = 0.1 um: pressure excess = 11.8380 %
model chloride: gamma 0.10 J/m2, Vm 100 cm3/mol, T 430 K
  excess at 2 um = 0.56 %, 1 % diameter = 1.12 um
bulky molecule: gamma 0.04 J/m2, Vm 250 cm3/mol, T 400 K
  excess at 2 um = 0.60 %, 1 % diameter = 1.21 um
high corner: gamma 0.10 J/m2, Vm 300 cm3/mol, T 350 K
  excess at 2 um = 2.08 %, 1 % diameter = 4.14 um
lattice cube, 30 cells: bond deficit = 0.06664
  formula 4 gamma Vm/d = 0.06667 bond energies
coarse 1 mm: area = 18.75 cm2
  alpha A s = 0.791 L/s
  filling time tau = 1264.772 ms
  equilibrium pressure = 0.20000 Torr
  delivered pressure = 0.05667 Torr
fine 2 um: area = 9375.00 cm2
  alpha A s = 395.328 L/s
  filling time tau = 2.530 ms
  equilibrium pressure = 0.20112 Torr
  delivered pressure = 0.20011 Torr
area ratio = 500.0
rate ratio into vacuum = 502.8
delivered ratio = 3.531
fine delivered, Kelvin term off = 0.19899 Torr
warming equal to Kelvin excess = 0.0860 K
gas diffusivity = 50 cm2/s at 1 Torr
coarse: diffusion/surface resistance = 0.0422
with diffusion, alpha 0.01: coarse 0.0550, fine 0.2001 Torr
with diffusion, alpha 1.00: coarse 0.1767, fine 0.2011 Torr
bed: porosity = 0.5, tortuosity = 1.5
coarse still bed: active depth = 1078.15 um, conductance = 1.36 m/s
fine still bed: active depth = 6.24 um, conductance = 3.95 m/s
still-bed gain, 1 mm to 2 um = 2.89
still-bed gain, 2 um to 1 um = 1.0037
0.1 s pulse: cooling = 0.398 K, pressure drop = 2.59 %
carrier pressure effect = 0.00037 %
Kelvin free energy at 2 um = 20.0 J/mol
stored damage 100 J/mol: excess = 2.84 %
```
